**Critical point of the Redlich–Kister model with L0 and L1**

For a binary solution with interaction energy $x_Ax_B[L_0+L_1(x_A-x_B)]$ and ideal mixing entropy, the critical point is $x_A-x_B=3L_1/(S+L_0)$ and $RT_c=(S+2L_0)^2/[9(S+L_0)]$, where $S=\sqrt{L_0^2+27L_1^2}$. Here $x_A$ and $x_B$ are mole fractions, $L_0$ and $L_1$ are molar interaction parameters, $R$ is the gas constant and $T_c$ is the critical temperature. The program solves for vanishing second and third derivatives of the Gibbs energy by numerical differentiation, and asserts agreement with the formulas within $10^{-11}$ for eight parameter pairs, including zero and negative $L_0$. It also asserts that the spinodal has a single maximum at positive temperature in each of these cases, and that the rejected root has negative temperature in a sample case. For the worked example it asserts that the common-tangent gap, extrapolated to zero width, closes at the predicted point. The numerical small-ratio coefficients agree with $-3/4$ for the linear shift of $x_B$, and with zero linear and $9/4$ quadratic shift of $2RT_c/L_0$. For $L_0=20000$ J/mol and $L_1=3000$ J/mol the output gives $x_B=0.4008$ and $T_c=1258.5$ K, against 1202.7 K for $L_1=0$.

## Numerical check

```python
# Result under test: critical point of a binary solution with
#   G = xA*xB*(L0 + L1*(xA - xB)) + R*T*(xA*ln xA + xB*ln xB).
# With u = xA - xB and S = sqrt(L0^2 + 27*L1^2):
#   u_c = 3*L1/(L0 + S),   R*T_c = (S + 2*L0)^2 / (9*(S + L0)),
# and for small r = L1/L0: xB_c = 1/2 - 3*r/4, with no linear shift of T_c.
# xA, xB: mole fractions; L0, L1: interaction parameters; rt: R*T.
# Tests use numerical derivatives, second differences and common tangents of G.
import numpy as np
from mpmath import mp, mpf
from scipy.constants import R
from scipy.special import xlogy

mp.dps = 30


def gibbs(xb, l0, l1, rt):
    xa = 1 - xb
    return (xa * xb * (l0 + l1 * (xa - xb))
            + rt * (xa * mp.log(xa) + xb * mp.log(xb)))


def critical_formula(l0, l1):
    root = mp.sqrt(mpf(l0)**2 + 27 * mpf(l1)**2)
    return 3 * l1 / (l0 + root), (root + 2 * l0)**2 / (9 * (root + l0))


def spinodal_grid(l0, l1):
    """R*T at which the second difference of G vanishes, on a grid of xB."""
    x = np.linspace(0.0, 1.0, 2001)
    excess = x * (1 - x) * (float(l0) + float(l1) * (1 - 2 * x))
    mixing = xlogy(x, x) + xlogy(1 - x, 1 - x)
    return x[1:-1], -np.diff(excess, 2) / np.diff(mixing, 2)


def critical_numerical(l0, l1):
    """Solve G''=G'''=0 with numerical derivatives of G itself."""
    x, rt = spinodal_grid(l0, l1)
    top = int(np.argmax(rt))

    def conditions(xb, energy):
        def g(y):
            return gibbs(y, l0, l1, energy)
        return [mp.diff(g, xb, 2), mp.diff(g, xb, 3)]

    sol = mp.findroot(conditions, (mpf(float(x[top])), mpf(float(rt[top]))))
    return sol[0], sol[1]


def common_tangent(l0, l1, rt, middle, half):
    """Midpoint and half-width of the gap from the common tangent of G."""
    def g(y):
        return gibbs(y, l0, l1, rt)

    def conditions(mid, hw):
        a, b, width = mid - hw, mid + hw, 2 * hw
        slope_a, slope_b = mp.diff(g, a), mp.diff(g, b)
        chord = g(b) - g(a) - width * (slope_a + slope_b) / 2
        return [(slope_b - slope_a) / width, chord / width**3]

    sol = mp.findroot(conditions, (middle, half))
    return sol[0], abs(sol[1])


# Derivatives with respect to u at an arbitrary state
u0, a0, a1, e0 = mpf('0.3'), mpf('1.1'), mpf('0.4'), mpf('0.7')


def gibbs_of_u(u):
    return gibbs((1 - u) / 2, a0, a1, e0)


assert abs(mp.diff(gibbs_of_u, u0, 2)
           - (e0 / (1 - u0**2) - (a0 + 3 * a1 * u0) / 2)) < 1e-12
assert abs(mp.diff(gibbs_of_u, u0, 3)
           - (2 * u0 * e0 / (1 - u0**2)**2 - 3 * a1 / 2)) < 1e-12
assert abs(mp.diff(gibbs_of_u, u0, 4)
           - e0 * (2 + 6 * u0**2) / (1 - u0**2)**3) < 1e-12

# Critical point, stability and uniqueness for both signs of L0 and L1
cases = [(1, 0.05), (1, 0.15), (1, -0.15), (1, 0.5), (1, 2.0),
         (0, 1.0), (-1, 0.5), (-1, -1.0)]
largest_error = mpf(0)
for l0, l1 in cases:
    u_c, rt_c = critical_formula(l0, l1)
    x_num, rt_num = critical_numerical(l0, l1)
    error = max(abs(x_num - (1 - u_c) / 2), abs(rt_num - rt_c))
    largest_error = max(largest_error, error)
    assert error < 1e-11
    fourth = mp.diff(lambda y: gibbs(y, l0, l1, rt_num), x_num, 4)
    assert fourth > 0
    xs, rts = spinodal_grid(l0, l1)
    positive = rts[rts > 0]
    rising = (positive[1:] > positive[:-1]).astype(int)
    assert np.count_nonzero(np.diff(rising)) == 1
    assert abs(rts.max() - float(rt_c)) < 2e-5  # grid spacing error
    if l0 == 1:
        ratio = mpf(3) / 2 * l1 / (1 - 2 * x_num)
        assert abs(ratio - (1 + mp.sqrt(1 + 27 * mpf(l1)**2)) / 2) < 1e-9

# Negative L0 with 3|L1| < |L0| has no instability at positive temperature
assert spinodal_grid(-1, 0.3)[1].max() < 0
assert spinodal_grid(-1, 0.36)[1].max() > 0

# The rejected root lies inside the range for L1/L0 = 0.5 but has T < 0
u_other = -1 / (3 * critical_formula(1, 0.5)[0])
x_other = (1 - u_other) / 2
excess_2 = mp.diff(lambda y: gibbs(y, 1, 0.5, 0), x_other, 2)
mixing_2 = mp.diff(lambda y: gibbs(y, 0, 0, 1), x_other, 2)
rt_other = -excess_2 / mixing_2
third_other = mp.diff(lambda y: gibbs(y, 1, 0.5, rt_other), x_other, 3)
assert 0 < x_other < 1 and rt_other < 0 and abs(third_other) < 1e-10

# Small-ratio coefficients from numerically solved critical points
small = mpf('0.001')
x_plus, rt_plus = critical_numerical(1, small)
x_minus, rt_minus = critical_numerical(1, -small)
slope_x = (x_plus - x_minus) / (2 * small)
cubic_x = (slope_x + mpf(3) / 4) / small**2
slope_t = (rt_plus - rt_minus) / small      # of T_c/(L0/2R)
curve_t = (rt_plus + rt_minus - 1) / small**2
assert abs(slope_x + 0.75) < 1e-5
assert abs(cubic_x - mpf(81) / 16) < 1e-3
assert abs(slope_t) < 1e-9
assert abs(curve_t - mpf(9) / 4) < 1e-4

# Worked example with round model parameters
L0, L1 = 20000.0, 3000.0                    # J/mol
r = L1 / L0
S = float(mp.sqrt(L0**2 + 27 * L1**2))
u_c, RTc = (float(v) for v in critical_formula(L0, L1))
x_c, Tc = (1 - u_c) / 2, RTc / R
T_regular = L0 / (2 * R)
assert abs(spinodal_grid(L0, 0.0)[1].max() / R - T_regular) < 1e-2
assert abs((1 - u_c**2) * (L0 + 3 * L1 * u_c) / 2 - RTc) < 1e-7
grid_x, grid_rt = spinodal_grid(L0, L1)
T_grid = grid_rt.max() / R
x_grid = grid_x[np.argmax(grid_rt)]
assert abs(T_grid - Tc) < 1e-2 and abs(x_grid - x_c) < 1e-3

# Closing of the miscibility gap, extrapolated from common tangents
gap = []
for below in (1e-4, 2e-4):
    T = Tc * (1 - below)
    mid, hw = common_tangent(1, r, R * T / L0, mpf(x_c),
                             mp.sqrt(3 * below) / 2)
    gap.append((T, mid, hw**2))
(T1, m1, w1), (T2, m2, w2) = gap
T_close = T1 - w1 * (T2 - T1) / (w2 - w1)
x_close = m1 + (m2 - m1) * (T_close - T1) / (T2 - T1)
assert abs(T_close / Tc - 1) < 1e-6 and abs(x_close - x_c) < 1e-6

T_gap = 1230.0
assert T_regular < T_gap < Tc
mid, hw = common_tangent(1, r, R * T_gap / L0, mpf(x_c),
                         mp.sqrt(3 * (1 - T_gap / Tc)) / 2)
x_low, x_high = float(mid - hw), float(mid + hw)
assert 0 < x_low < x_c < x_high < 1

print(f"Gas constant R = {R:.6f} J/(mol K)")
print(f"L0 = {L0:.0f} J/mol")
print(f"L1 = {L1:.0f} J/mol")
print(f"Ratio r = L1/L0 = {r:.3f}")
print(f"S = sqrt(L0^2 + 27 L1^2) = {S:.2f} J/mol")
print(f"s = S/L0 = {S / L0:.6f}")
print(f"u_c = xA - xB at critical point = {u_c:.6f}")
print(f"1 - u_c^2 = {1 - u_c**2:.6f}")
print(f"L0 + 3 L1 u_c = {L0 + 3 * L1 * u_c:.2f} J/mol")
print(f"Critical xB = {x_c:.6f}")
print(f"Critical xA = {1 - x_c:.6f}")
print(f"R*Tc = {RTc:.2f} J/mol")
print(f"Tc = {Tc:.2f} K")
print(f"Regular solution (L1 = 0) Tc = {T_regular:.2f} K")
print(f"Rise of Tc caused by L1 = {Tc - T_regular:.2f} K")
print(f"Quadratic estimate of Tc = {T_regular * (1 + 9 * r**2 / 4):.2f} K")
print(f"Linear estimate of critical xB = {0.5 - 0.75 * r:.6f}")
print(f"Linear shift / full shift = {1.5 * r / u_c:.6f}")
print(f"Spinodal maximum on grid: xB = {x_grid:.4f}, T = {T_grid:.2f} K")
print(f"Gap closes (common tangent): xB = {float(x_close):.6f}, "
      f"T = {float(T_close):.3f} K")
print(f"Gap at {T_gap:.0f} K: xB = {x_low:.4f} and {x_high:.4f}")
print(f"Midpoint of that gap: xB = {float(mid):.4f}")
print(f"Numerical slope d(xB_c)/dr at r = 0: {float(slope_x):.6f}")
print(f"Numerical r^3 coefficient of xB_c: {float(cubic_x):.4f}")
print(f"Numerical r coefficient of 2R Tc/L0: {abs(float(slope_t)):.6f}")
print(f"Numerical r^2 coefficient of 2R Tc/L0: {float(curve_t):.5f}")
print(f"Rejected root, r = 0.5: xB = {float(x_other):.4f}, "
      f"RT/L0 = {float(rt_other):.5f}")
u_neg, rt_neg = critical_formula(-1, 0.5)
print(f"L0 < 0, L1 = 0.5|L0|: xB_c = {float((1 - u_neg) / 2):.4f}, "
      f"RTc/|L0| = {float(rt_neg):.5f}")
print(f"Largest error, formula against numerical root, below 1e-11: "
      f"{bool(largest_error < 1e-11)}")
print("Table: r, xB_c, linear xB_c, shift ratio, 2R Tc/L0, 1 + 9r^2/4")
for q in (0.02, 0.05, 0.10, 0.15, 0.20, 0.30):
    uq, tq = (float(v) for v in critical_formula(1, q))
    print(f"{q:.2f}  {(1 - uq) / 2:.5f}  {0.5 - 0.75 * q:.5f}  "
          f"{1.5 * q / uq:.4f}  {2 * tq:.5f}  {1 + 2.25 * q**2:.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Gas constant R = 8.314463 J/(mol K)
L0 = 20000 J/mol
L1 = 3000 J/mol
Ratio r = L1/L0 = 0.150
S = sqrt(L0^2 + 27 L1^2) = 25357.44 J/mol
s = S/L0 = 1.267872
u_c = xA - xB at critical point = 0.198424
1 - u_c^2 = 0.960628
L0 + 3 L1 u_c = 21785.81 J/mol
Critical xB = 0.400788
Critical xA = 0.599212
R*Tc = 10464.03 J/mol
Tc = 1258.53 K
Regular solution (L1 = 0) Tc = 1202.72 K
Rise of Tc caused by L1 = 55.81 K
Quadratic estimate of Tc = 1263.61 K
Linear estimate of critical xB = 0.387500
Linear shift / full shift = 1.133936
Spinodal maximum on grid: xB = 0.4010, T = 1258.53 K
Gap closes (common tangent): xB = 0.400788, T = 1258.534 K
Gap at 1230 K: xB = 0.2875 and 0.5231
Midpoint of that gap: xB = 0.4053
Numerical slope d(xB_c)/dr at r = 0: -0.749995
Numerical r^3 coefficient of xB_c: 5.0624
Numerical r coefficient of 2R Tc/L0: 0.000000
Numerical r^2 coefficient of 2R Tc/L0: 2.24999
Rejected root, r = 0.5: xB = 0.9204, RT/L0 = -0.03827
L0 < 0, L1 = 0.5|L0|: xB_c = 0.0796, RTc/|L0| = 0.03827
Largest error, formula against numerical root, below 1e-11: True
Table: r, xB_c, linear xB_c, shift ratio, 2R Tc/L0, 1 + 9r^2/4
0.02  0.48504  0.48500  1.0027  1.00090  1.00090
0.05  0.46311  0.46250  1.0166  1.00556  1.00562
0.10  0.42948  0.42500  1.0635  1.02158  1.02250
0.15  0.40079  0.38750  1.1339  1.04640  1.05062
0.20  0.37716  0.35000  1.2211  1.07815  1.09000
0.30  0.34222  0.27500  1.4260  1.15615  1.20250
ALL CHECKS PASSED
```
